# Darwin Interaction of Two Charges and the Orbit-Orbit Operator: a program that tests the result

```python
"""
Darwin interaction of two charges and its quantum orbit-orbit operator.
Gaussian-form equations, atomic units (electron mass = e = hbar = 1):
  L_int = -q1*q2/r + q1*q2/(2*c^2*r) * [v1.v2 + (n.v1)(n.v2)]
  H_oo  = -q1*q2/(2*m1*m2*c^2) * p1_i T_ij p2_j
  T_ij  = (delta_ij + n_i*n_j)/r,  r = |r1-r2|,  n = (r1-r2)/r.
The classical law is tested against retarded fields of moving charges.
The operator is evaluated for helium with a fixed point nucleus, using
psi = exp[-a(r1+r2)]*(1+b*r12) and longer expansions in
s = r1+r2, t = r1-r2, u = r12.  kappa = 2a and beta = b/kappa.
"""
import numpy as np
import sympy as sp
from scipy.constants import fine_structure, physical_constants
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar

# ---------- classical forces: Lagrangian against retarded fields ----------
charges = np.array([1.0, -1.5])
masses = np.array([1.0, 3.0])
centre = np.array([[1.5, 1.0, -0.8], [0.0, 0.0, 0.0]])
amplitude = np.array([[0.3, 0.4, 0.2], [0.5, 0.3, 0.4]])
frequency = np.array([[1.1, 0.8, 1.3], [0.9, 1.2, 1.0]])
phase = np.array([[0.2, 1.0, 2.0], [0.7, 1.9, 0.4]])


def path(k, time, order):
    """Time derivative of given order of the position of charge k."""
    wave = np.cos(frequency[k] * time + phase[k] + order * np.pi / 2)
    value = amplitude[k] * frequency[k] ** order * wave
    return value + centre[k] if order == 0 else value


def dot(x, y):
    return np.sum(x * y)


def interaction(r, v, c):
    separation = r[0] - r[1]
    distance = np.sqrt(dot(separation, separation))
    n = separation / distance
    velocity_part = dot(v[0], v[1]) + dot(n, v[0]) * dot(n, v[1])
    return charges.prod() / distance * (-1 + velocity_part / (2 * c**2))


def lagrange_force(k, time, c):
    """dL/dr - d/dt(dL/dv), using complex-step derivatives."""
    step = 1e-20
    r0 = np.array([path(j, time, 0) for j in (0, 1)], dtype=complex)
    v0 = np.array([path(j, time, 1) for j in (0, 1)], dtype=complex)
    later = time + 1j * step
    rt = np.array([path(j, later, 0) for j in (0, 1)])
    vt = np.array([path(j, later, 1) for j in (0, 1)])
    force = np.zeros(3)
    for i in range(3):
        shifted = r0.copy()
        shifted[k, i] += 1j * step
        gradient = interaction(shifted, v0, c).imag / step
        plus, minus = vt.copy(), vt.copy()
        plus[k, i] += 1
        minus[k, i] -= 1
        momentum = (interaction(rt, plus, c) - interaction(rt, minus, c)) / 2
        force[i] = gradient - momentum.imag / step
    return force


def retarded_force(k, time, c):
    """Lorentz force on k from the full retarded field of the other charge."""
    other = 1 - k
    position = path(k, time, 0)
    emission = time
    for _ in range(60):
        emission = time - np.linalg.norm(position - path(other, emission, 0)) / c
    separation = position - path(other, emission, 0)
    distance = np.linalg.norm(separation)
    n = separation / distance
    speed = path(other, emission, 1) / c
    change = path(other, emission, 2) / c
    factor = 1 - dot(n, speed)
    electric = (n - speed) * (1 - dot(speed, speed)) / (factor**3 * distance**2)
    electric += np.cross(n, np.cross(n - speed, change)) / (c * factor**3 * distance)
    magnetic = np.cross(n, electric)
    return charges.prod() * (electric + np.cross(path(k, time, 1), magnetic) / c)


test_time = 0.6
for k in (0, 1):
    c_test = 1000.0
    remainder = retarded_force(k, test_time, c_test) - lagrange_force(k, test_time, c_test)
    predicted = 2 / 3 * charges.prod() * path(1 - k, test_time, 3) / c_test**3
    assert np.linalg.norm(remainder - predicted) < 0.02 * np.linalg.norm(predicted)

darwin_errors, coulomb_errors = [], []
for c_test in (100.0, 200.0):
    full = retarded_force(0, test_time, c_test)
    darwin_errors.append(np.linalg.norm(full - lagrange_force(0, test_time, c_test)))
    coulomb_errors.append(np.linalg.norm(full - lagrange_force(0, test_time, 1e30)))

# ---------- Hamiltonian from a numerical Legendre transformation ----------
positions = np.array([[0.7, -0.2, 0.4], [-0.5, 0.6, -0.3]])
momenta = np.array([[0.6, 0.3, -0.4], [0.5, -0.7, 0.8]])


def total_lagrangian(v, c):
    square = np.sum(v * v, axis=1)
    kinetic = np.sum(masses * (square / 2 + square**2 / (8 * c**2)))
    return kinetic + interaction(positions, v, c)


def legendre_error(c):
    v = momenta / masses[:, None]
    for _ in range(50):
        gradient = np.zeros((2, 3))
        for k in range(2):
            for i in range(3):
                shifted = v.astype(complex)
                shifted[k, i] += 1e-20j
                gradient[k, i] = total_lagrangian(shifted, c).imag / 1e-20
        v = v + (momenta - gradient) / masses[:, None]
    numerical = np.sum(momenta * v) - total_lagrangian(v, c)
    separation = positions[0] - positions[1]
    r = np.linalg.norm(separation)
    n = separation / r
    p_square = np.sum(momenta**2, axis=1)
    formula = np.sum(p_square / (2 * masses) - p_square**2 / (8 * masses**3 * c**2))
    pair = dot(momenta[0], momenta[1]) + dot(n, momenta[0]) * dot(n, momenta[1])
    formula += charges.prod() / r * (1 - pair / (2 * masses.prod() * c**2))
    return abs(numerical - formula)


legendre_ratio = legendre_error(20.0) / legendre_error(40.0)
assert 14 < legendre_ratio < 18

# ---------- field equation and transversality, away from the charge ----------
xyz = sp.symbols("x y z", real=True)
radius = sp.sqrt(sum(q**2 for q in xyz))
tensor = sp.Matrix(3, 3, lambda i, j: sp.KroneckerDelta(i, j) / radius
                   + xyz[i] * xyz[j] / radius**3)
for j in range(3):
    assert sp.simplify(sum(sp.diff(tensor[i, j], xyz[i]) for i in range(3))) == 0
    for i in range(3):
        laplacian = sum(sp.diff(tensor[i, j] / 2, q, 2) for q in xyz)
        source = -sp.diff(1 / radius, xyz[i], xyz[j])
        assert sp.simplify(laplacian - source) == 0

# ---------- helium in the coordinates s, t, u ----------


def make_grid(a):
    z, wz = np.polynomial.laguerre.laggauss(24)
    g, wg = np.polynomial.legendre.leggauss(16)
    zz, yy, xx = np.meshgrid(z, (g + 1) / 2, g, indexing="ij")
    s = zz / (2 * a)
    u = s * yy
    t = u * xx
    w = (wz * np.exp(z))[:, None, None] * (wg / 2)[None, :, None] * wg[None, None, :]
    w = w * np.pi**2 * (s**2 - t**2) * u**2 * s / (2 * a)
    return w.ravel(), s.ravel(), t.ravel(), u.ravel()


def geometry(s, t, u):
    r1, r2 = (s + t) / 2, (s - t) / 2
    cos1 = (s * t + u**2) / (2 * r1 * u)
    cos2 = (s * t - u**2) / (2 * r2 * u)
    cos12 = (r1**2 + r2**2 - u**2) / (2 * r1 * r2)
    return r1, r2, cos1, cos2, cos12


def basis_values(a, powers, s, t, u):
    l, m, n = [np.array(column)[:, None] for column in zip(*powers)]
    f = np.exp(-a * s) * s**l * t ** (2 * m) * u**n
    fs, ft, fu = (l / s - a) * f, 2 * m / t * f, n / u * f
    return f, fs + ft, fs - ft, fu


def ground_state(a, powers):
    w, s, t, u = make_grid(a)
    r1, r2, cos1, cos2, _ = geometry(s, t, u)
    f, g1, g2, fu = basis_values(a, powers, s, t, u)

    def integral(x, y):
        return (x * w) @ y.T

    cross = integral(cos1 * g1, fu) - integral(cos2 * g2, fu)
    kinetic = 0.5 * (integral(g1, g1) + integral(g2, g2)
                     + 2 * integral(fu, fu) + cross + cross.T)
    hamiltonian = kinetic + integral(f * (-2 / r1 - 2 / r2 + 1 / u), f)
    overlap = integral(f, f)
    scale = 1 / np.sqrt(np.diag(overlap))
    values, vectors = eigh(hamiltonian * np.outer(scale, scale),
                           overlap * np.outer(scale, scale))
    return values[0], vectors[:, 0] * scale


def optimize(powers):
    best = minimize_scalar(lambda a: ground_state(a, powers)[0],
                           bounds=(1.4, 2.6), method="bounded",
                           options={"xatol": 1e-6})
    energy, coefficients = ground_state(best.x, powers)
    return best.x, energy, coefficients


def momentum_pair(a, powers, coefficients):
    """<p1_i T_ij p2_j> and <p1_i (1/u) p2_i> from first derivatives."""
    w, s, t, u = make_grid(a)
    _, _, cos1, cos2, cos12 = geometry(s, t, u)
    f, g1, g2, fu = [coefficients @ x for x in basis_values(a, powers, s, t, u)]
    norm = np.sum(w * f**2)
    scalar = g1 * g2 * cos12 - g1 * fu * cos1 + fu * g2 * cos2 - fu**2
    along = (g1 * cos1 + fu) * (g2 * cos2 - fu)
    return np.sum(w * (scalar + along) / u) / norm, np.sum(w * scalar / u) / norm


def polynomials(beta):
    norm = 32 + 280 * beta + 768 * beta**2
    kinetic = 8 + 50 * beta + 128 * beta**2
    attraction = 54 + 416 * beta + 1012 * beta**2
    return norm, kinetic, attraction


def best_energy(beta):
    norm, kinetic, attraction = polynomials(beta)
    return -attraction**2 / (4 * kinetic * norm)


beta = minimize_scalar(best_energy, bounds=(0, 0.5), method="bounded",
                       options={"xatol": 1e-10}).x
norm_poly, kinetic_poly, attraction_poly = polynomials(beta)
kappa = attraction_poly / (2 * kinetic_poly)
a_short, b_short = kappa / 2, beta * kappa
energy_short = best_energy(beta)
short_powers = [(0, 0, 0), (0, 0, 1)]
a_grid, energy_grid, coef_grid = optimize(short_powers)
assert abs(energy_grid - energy_short) < 1e-8
assert abs(a_grid - a_short) < 1e-4
assert abs(coef_grid[1] / coef_grid[0] - b_short) < 1e-3

short_coef = np.array([1.0, b_short])
pair_short, scalar_short = momentum_pair(a_short, short_powers, short_coef)
pair_formula = 2 * beta * kappa**3 / (3 * (4 + 35 * beta + 96 * beta**2))
assert abs(pair_short - pair_formula) < 1e-9

# A real product (1+r1)(1+r2)exp[-a(r1+r2)] must give zero.
product_powers = [(0, 0, 0), (1, 0, 0), (2, 0, 0), (0, 1, 0)]
product_pair, product_scalar = momentum_pair(
    a_short, product_powers, np.array([1.0, 1.0, 0.25, -0.25]))
assert abs(product_pair) < 1e-9 and abs(product_scalar) > 1e-3

# Put both derivatives to the right of T, in Cartesian coordinates.
first = sp.symbols("x1 y1 z1", real=True)
second = sp.symbols("x2 y2 z2", real=True)
difference = [p - q for p, q in zip(first, second)]
u_symbol = sp.sqrt(sum(d**2 for d in difference))
r1_symbol = sp.sqrt(sum(q**2 for q in first))
r2_symbol = sp.sqrt(sum(q**2 for q in second))
psi_symbol = sp.exp(-a_short * (r1_symbol + r2_symbol)) * (1 + b_short * u_symbol)
right_pair, right_scalar = 0, 0
for i in range(3):
    for j in range(3):
        second_derivative = sp.diff(psi_symbol, first[i], second[j])
        right_pair -= difference[i] * difference[j] / u_symbol**3 * second_derivative
        if i == j:
            right_scalar -= second_derivative / u_symbol
right_pair += right_scalar
evaluate = sp.lambdify(first + second, [psi_symbol, right_pair, right_scalar],
                       "numpy", cse=True)
w, s, t, u = make_grid(a_short)
r1, r2, _, _, cos12 = geometry(s, t, u)
zero = np.zeros_like(s)
sin12 = np.sqrt(np.maximum(0, 1 - cos12**2))
psi, pair_action, scalar_action = evaluate(zero, zero, r1, r2 * sin12, zero, r2 * cos12)
psi_norm = np.sum(w * psi**2)
pair_right = np.sum(w * psi * pair_action) / psi_norm
scalar_right = np.sum(w * psi * scalar_action) / psi_norm
contact = kappa**3 / (2 * np.pi * norm_poly)
assert abs(pair_right - pair_short) < 1e-6
assert abs(scalar_right - scalar_short + 2 * np.pi * contact) < 1e-6

# Longer correlated expansions.
long_results = []
for degree in (4, 5):
    powers = [(l, m, n) for l in range(degree + 1) for m in range(degree // 2 + 1)
              for n in range(degree + 1) if l + 2 * m + n <= degree]
    a_long, energy_long, coef_long = optimize(powers)
    pair_long = momentum_pair(a_long, powers, coef_long)[0]
    long_results.append((len(powers), a_long, energy_long, -pair_long / 2))
assert long_results[1][2] < long_results[0][2] < energy_short
assert abs(long_results[1][3] / long_results[0][3] - 1) < 0.03

c = 1 / fine_structure
to_wavenumber = physical_constants["hartree-inverse meter relationship"][0] / 100
orbit_short = -pair_formula / (2 * c**2)
orbit_long = long_results[1][3] / c**2

print(f"speed of light c = {c:.6f} atomic units")
print("Classical force test, charges 1 and -1.5, atomic units")
for i, c_test in enumerate((100, 200)):
    print(f"c = {c_test}: force error, Coulomb only = {coulomb_errors[i]:.4e}")
    print(f"c = {c_test}: force error, Darwin = {darwin_errors[i]:.4e}")
print(f"Coulomb error ratio on doubling c = {coulomb_errors[0]/coulomb_errors[1]:.3f}")
print(f"Darwin error ratio on doubling c = {darwin_errors[0]/darwin_errors[1]:.3f}")
print(f"Hamiltonian error ratio, c = 20 to 40: {legendre_ratio:.3f}")
print("Helium, two-term correlated function")
print(f"beta = {beta:.6f} (dimensionless)")
print(f"kappa = {kappa:.6f} 1/bohr")
print(f"a = {a_short:.6f} 1/bohr")
print(f"b = {b_short:.6f} 1/bohr")
print(f"norm polynomial N = {norm_poly:.6f}")
print(f"kinetic polynomial K = {kinetic_poly:.6f}")
print(f"potential polynomial C = {attraction_poly:.6f}")
print(f"nonrelativistic energy = {energy_short:.6f} hartree")
print(f"<p1 T p2>, first derivatives = {pair_short:.6f} atomic units")
print(f"<p1 T p2>, both derivatives right = {pair_right:.6f} atomic units")
print(f"<p1 T p2>, closed formula = {pair_formula:.6f} atomic units")
print(f"c^2 <H_oo> = {-pair_formula/2:.6f} atomic units")
print(f"<H_oo> = {orbit_short:.6e} hartree")
print(f"<H_oo> = {orbit_short*to_wavenumber:.4f} cm^-1")
print(f"<delta(r12)> = {contact:.6f} bohr^-3")
print(f"contact shift of split ordering = {np.pi*contact/c**2:.6e} hartree")
print(f"real product test, |<p1 T p2>| below 1e-9: {abs(product_pair) < 1e-9}")
print("Helium, longer correlated functions")
for count, a_long, energy_long, scaled in long_results:
    print(f"{count} terms: a = {a_long:.4f} 1/bohr")
    print(f"{count} terms: energy = {energy_long:.6f} hartree")
    print(f"{count} terms: c^2 <H_oo> = {scaled:.5f} atomic units")
print(f"{long_results[1][0]} terms: <H_oo> = {orbit_long:.4e} hartree")
print(f"{long_results[1][0]} terms: <H_oo> = {orbit_long*to_wavenumber:.3f} cm^-1")
print(f"two-term / longest orbit-orbit value = {orbit_short/orbit_long:.3f}")
print("no test failed")
```

Printed output:

```
speed of light c = 137.035999 atomic units
Classical force test, charges 1 and -1.5, atomic units
c = 100: force error, Coulomb only = 2.1946e-05
c = 100: force error, Darwin = 5.4600e-07
c = 200: force error, Coulomb only = 5.4798e-06
c = 200: force error, Darwin = 6.8294e-08
Coulomb error ratio on doubling c = 4.005
Darwin error ratio on doubling c = 7.995
Hamiltonian error ratio, c = 20 to 40: 15.983
Helium, two-term correlated function
beta = 0.098881 (dimensionless)
kappa = 3.699369 1/bohr
a = 1.849685 1/bohr
b = 0.365796 1/bohr
norm polynomial N = 67.195624
kinetic polynomial K = 14.195540
potential polynomial C = 105.029079
nonrelativistic energy = -2.891121 hartree
<p1 T p2>, first derivatives = 0.397331 atomic units
<p1 T p2>, both derivatives right = 0.397331 atomic units
<p1 T p2>, closed formula = 0.397331 atomic units
c^2 <H_oo> = -0.198665 atomic units
<H_oo> = -1.057920e-05 hartree
<H_oo> = -2.3219 cm^-1
<delta(r12)> = 0.119912 bohr^-3
contact shift of split ordering = 2.006054e-05 hartree
real product test, |<p1 T p2>| below 1e-9: True
Helium, longer correlated functions
22 terms: a = 2.0383 1/bohr
22 terms: energy = -2.903714 hartree
22 terms: c^2 <H_oo> = -0.13956 atomic units
34 terms: a = 2.1126 1/bohr
34 terms: energy = -2.903721 hartree
34 terms: c^2 <H_oo> = -0.13928 atomic units
34 terms: <H_oo> = -7.4170e-06 hartree
34 terms: <H_oo> = -1.628 cm^-1
two-term / longest orbit-orbit value = 1.426
no test failed
```
